# Numerov's formula: its local error and its fourth-order convergence: a program that tests the result

```python
"""Numerov's three-point formula for y'' = g(x) y on a grid of step h.

Result under test:
  y(x+h) - 2 y(x) + y(x-h)
     = h^2/12 [y''(x+h) + 10 y''(x) + y''(x-h)] - h^6 y^(6)(xi)/240,
and from it errors proportional to h^4 in propagated solutions,
eigenvectors and eigenvalues, with predicted leading coefficients.
Symbols: u radial function, r radius, E energy, V potential, l angular
momentum, Z = 1 nuclear charge; Hartree atomic units throughout.
Matrices: A = second difference / h^2, B = 1 + h^2 A / 12.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, eigvalsh, solve


def second_difference(size, h):
    return (np.diag(-2.0 * np.ones(size)) + np.diag(np.ones(size - 1), 1)
            + np.diag(np.ones(size - 1), -1)) / h**2


def kinetic(size, h):
    """Symmetric Numerov matrix for -(1/2) d^2/dx^2, zero at both ends."""
    A = second_difference(size, h)
    B = np.eye(size) + h**2 * A / 12
    T = -0.5 * solve(B, A)
    return 0.5 * (T + T.T)


def propagate(g, h, y0, y1):
    c = 1 - h**2 * g / 12
    y = np.zeros(len(g))
    y[0], y[1] = y0, y1
    for n in range(1, len(g) - 1):
        y[n + 1] = ((12 - 10 * c[n]) * y[n] - c[n - 1] * y[n - 1]) / c[n + 1]
    return y


def order(coarse, fine):
    return np.log2(abs(coarse / fine))


# ---- Local error, tested on the function r exp(-r) ----
step, s = sp.symbols("step s")
f = sp.Function("f")
derivs = sp.symbols("d0:9")
taylor = sum(derivs[k] * s**k / sp.factorial(k) for k in range(9))
curv = sp.diff(taylor, s, 2)
defect = sp.expand(taylor.subs(s, step) + taylor.subs(s, -step) - 2 * derivs[0]
                   - step**2 / 12 * (curv.subs(s, step) + curv.subs(s, -step)
                                     + 10 * derivs[2]))
assert all(defect.coeff(step, k) == 0 for k in range(6))
local_coef = defect.coeff(step, 6) / derivs[6]
assert local_coef == -sp.Rational(1, 240)
print("Local error coefficient of h^6 y^(6):", local_coef)

fun = lambda r: r * np.exp(-r)
fun2 = lambda r: (r - 2) * np.exp(-r)
fun6 = lambda r: (r - 6) * np.exp(-r)
print("Local defect of r exp(-r) at r = 1 bohr:")
for h in (0.4, 0.2):
    direct = (fun(1 + h) - 2 * fun(1) + fun(1 - h)
              - h**2 / 12 * (fun2(1 + h) + 10 * fun2(1) + fun2(1 - h)))
    kernel = lambda t: (h - t)**3 * (3 * (h - t)**2 - 5 * h**2) / 360
    integral = quad(lambda t: kernel(t) * (fun6(1 + t) + fun6(1 - t)), 0, h,
                    epsabs=1e-15)[0]
    leading = -h**6 * fun6(1) / 240
    assert abs(direct / integral - 1) < 1e-6
    assert abs(direct / leading - 1) < 0.5 * h**2
    print(f"  h={h:.1f}: defect {direct:.5e}, leading term {leading:.5e}")

# ---- Propagation: u'' = (r^2 - 3) u, u = r exp(-r^2/2) ----
exact = lambda r: r * np.exp(-r**2 / 2)
sixth = lambda r: (r**7 - 21*r**5 + 105*r**3 - 105*r) * np.exp(-r**2 / 2)
eta = solve_ivp(lambda r, v: [v[1], (r**2 - 3) * v[0] - sixth(r) / 240],
                (0, 2), [0, 0], rtol=1e-10, atol=1e-13).y[0, -1]
max_sixth = np.max(np.abs(sixth(np.linspace(0, 8, 8001))))
print(f"Exact u(2) = {exact(2.0):.6f}; predicted error/h^4 = {eta:.6f}")
print("Propagation to r = 2 bohr (error = exact - numerical):")
good, poor = [], []
for h in (0.1, 0.05, 0.025):
    r = h * np.arange(round(2 / h) + 1)
    g = r**2 - 3
    numerical = propagate(g, h, 0.0, exact(h))
    good.append(exact(2.0) - numerical[-1])
    poor.append(exact(2.0) - propagate(g, h, 0.0, h)[-1])
    c = 1 - h**2 * g / 12
    bound = (4 * h**4 * max_sixth / 480 * np.exp(4 * np.max(np.abs(g / c)))
             / np.min(c))
    assert np.max(np.abs(exact(r) - numerical)) < bound
    print(f"  h={h:.3f}: error {good[-1]:.4e}, error/h^4 {good[-1]/h**4:.6f},"
          f" with u_1=h {poor[-1]:.4e}")
assert abs(good[-1] / 0.025**4 / eta - 1) < 0.01
assert abs(order(good[1], good[2]) - 4) < 0.05
assert abs(order(poor[1], poor[2]) - 2) < 0.05
assert abs(poor[-1] / (-0.025**2 / 2 * exact(2.0)) - 1) < 0.02
print(f"  observed orders: {order(good[1], good[2]):.3f} (exact u_1),"
      f" {order(poor[1], poor[2]):.3f} (u_1=h)")

# ---- Oscillator eigenvalue and eigenvector, r from 0 to 8 ----
norm = 2 / np.pi**0.25
third_sq = quad(lambda r: norm**2 * ((-r**4 + 6*r**2 - 3)
                                     * np.exp(-r**2 / 2))**2, 0, 12)[0]
osc_coef = -third_sq / 480
assert abs(osc_coef + 7 / 256) < 1e-9
print(f"Oscillator: integral of (u''')^2 = {third_sq:.6f},"
      f" predicted dE/h^4 = {osc_coef:.7f}")
print("Oscillator l=0 ground state, exact E = 1.5 hartree:")
osc_err, vec_err, plain_err = [], [], []
for h in (0.2, 0.1, 0.05):
    size = round(8 / h) - 1
    r = h * np.arange(1, size + 1)
    potential = np.diag(r**2 / 2)
    values, vectors = eigh(kinetic(size, h) + potential)
    vector = vectors[:, 0] / np.sqrt(h)
    vector *= np.sign(vector[np.argmax(np.abs(vector))])
    osc_err.append(values[0] - 1.5)
    vec_err.append(np.max(np.abs(vector - norm * exact(r))))
    A = second_difference(size, h)
    plain_err.append(eigvalsh(-0.5 * A + potential)[0] - 1.5)
    assert eigvalsh(np.eye(size) + h**2 * A / 12)[0] > 2 / 3
    bound = 0.5 * h**4 * norm * max_sixth * np.sqrt(8) / 160
    assert abs(osc_err[-1]) < bound
    # Includes an energy between the discrete and the exact ground level.
    for trial in (1.5 + 0.5 * osc_err[-1], 2.5, 4.5, 6.5):
        grid = h * np.arange(size + 2)
        shot = propagate(grid**2 - 2 * trial, h, 0.0, h)[1:]
        changes = np.count_nonzero(shot[1:] * shot[:-1] < 0)
        assert changes == np.count_nonzero(values < trial)
    assert np.max(np.abs(values[:4] - np.array([1.5, 3.5, 5.5, 7.5]))) < 0.1
    print(f"  h={h:.2f}: E {values[0]:.9f}, dE {osc_err[-1]:.4e},"
          f" dE/h^4 {osc_err[-1]/h**4:.6f}")
    print(f"    bound on |dE| {bound:.3e}, vector error {vec_err[-1]:.3e},"
          f" plain dE {plain_err[-1]:.3e}")
assert abs(osc_err[-1] / 0.05**4 / osc_coef - 1) < 0.01
assert abs(order(osc_err[1], osc_err[2]) - 4) < 0.05
assert abs(order(vec_err[1], vec_err[2]) - 4) < 0.1
assert abs(order(plain_err[1], plain_err[2]) - 2) < 0.05
print(f"  observed orders: E {order(osc_err[1], osc_err[2]):.3f},"
      f" vector {order(vec_err[1], vec_err[2]):.3f},"
      f" plain E {order(plain_err[1], plain_err[2]):.3f}")

# ---- Hydrogen 1s, uniform grid, finite u''(0) wrongly omitted ----
print("Hydrogen 1s, uniform grid to 20 bohr, u''(0) omitted:")
coulomb_err = []
for h in (0.1, 0.05, 0.025):
    size = round(20 / h) - 1
    r = h * np.arange(1, size + 1)
    energy = eigh(kinetic(size, h) - np.diag(1 / r), eigvals_only=True,
                  subset_by_index=[0, 0])[0]
    coulomb_err.append(energy + 0.5)
    print(f"  h={h:.3f}: dE {coulomb_err[-1]:.4e} hartree,"
          f" dE/h^2 {coulomb_err[-1]/h**2:.5f}")
limit = 2 * coulomb_err[2] / 0.025**2 - coulomb_err[1] / 0.05**2
assert abs(limit - 1 / 3) < 0.02
print(f"  dE/h^2 extrapolated to h=0: {limit:.4f}; predicted {1/3:.4f}")

# ---- Hydrogen 1s and 2p, logarithmic grid x = ln r, u = sqrt(r) y ----
radius = sp.symbols("radius", positive=True)


def predicted_log_coefficient(l):
    """-(1/480) int (y''')^2 dx / int u^2 dr for the lowest state of given l."""
    power, decay = sp.Rational(2 * l + 1, 2), sp.Rational(1, l + 1)
    poly = sp.Integer(1)
    for _ in range(3):
        poly = sp.expand(power * poly + radius * sp.diff(poly, radius)
                         - decay * radius * poly)
    weight = sp.exp(-2 * decay * radius)
    top = sp.integrate(sp.expand(poly**2 * radius**(2 * l)) * weight,
                       (radius, 0, sp.oo))
    bottom = sp.integrate(radius**(2 * l + 2) * weight, (radius, 0, sp.oo))
    return float(-top / bottom / 480)


for label, l, x_min, x_max in (("1s", 0, -30.0, 3.0), ("2p", 1, -29.0, 4.0)):
    exact_energy = -0.5 / (l + 1)**2
    coef = predicted_log_coefficient(l)
    print(f"Hydrogen {label}, x=ln r from {x_min:.0f} to {x_max:.0f},"
          f" exact E {exact_energy:.3f} hartree:")
    log_err = []
    for h in (0.1, 0.05, 0.025):
        size = round((x_max - x_min) / h) - 1
        r = np.exp(x_min + h * np.arange(1, size + 1))
        K = kinetic(size, h) + np.diag(0.5 * (l + 0.5)**2 - r)
        P = np.diag(r**2)
        # Energies lie above -1, so K + P is positive definite and the
        # largest ratio P/(K + P) equals 1/(E + 1) for the lowest energy.
        ratio = eigh(P, K + P, eigvals_only=True,
                     subset_by_index=[size - 1, size - 1])[0]
        energy = 1 / ratio - 1
        log_err.append(energy - exact_energy)
        print(f"  h={h:.3f}: E {energy:.10f}, dE {log_err[-1]:.4e},"
              f" dE/h^4 {log_err[-1]/h**4:.5f}")
    assert abs(log_err[1] / 0.05**4 / coef - 1) < 0.02
    assert abs(log_err[2] / 0.025**4 / coef - 1) < 0.02
    assert abs(order(log_err[0], log_err[1]) - 4) < 0.1
    print(f"  predicted dE/h^4 {coef:.5f}, observed order"
          f" {order(log_err[0], log_err[1]):.3f}")

print("checks complete")
```

It prints:

```
Local error coefficient of h^6 y^(6): -1/240
Local defect of r exp(-r) at r = 1 bohr:
  h=0.4: defect 3.17006e-05, leading term 3.13924e-05
  h=0.2: defect 4.91706e-07, leading term 4.90506e-07
Exact u(2) = 0.270671; predicted error/h^4 = 0.067835
Propagation to r = 2 bohr (error = exact - numerical):
  h=0.100: error 6.7788e-06, error/h^4 0.067788, with u_1=h -1.3499e-03
  h=0.050: error 4.2389e-07, error/h^4 0.067823, with u_1=h -3.3813e-04
  h=0.025: error 2.6497e-08, error/h^4 0.067832, with u_1=h -8.4571e-05
  observed orders: 4.000 (exact u_1), 1.999 (u_1=h)
Oscillator: integral of (u''')^2 = 13.125000, predicted dE/h^4 = -0.0273438
Oscillator l=0 ground state, exact E = 1.5 hartree:
  h=0.20: E 1.499955934, dE -4.4066e-05, dE/h^4 -0.027541
    bound on |dE| 7.550e-04, vector error 5.397e-05, plain dE -6.278e-03
  h=0.10: E 1.499997261, dE -2.7393e-06, dE/h^4 -0.027393
    bound on |dE| 4.719e-05, vector error 3.370e-06, plain dE -1.564e-03
  h=0.05: E 1.499999829, dE -1.7097e-07, dE/h^4 -0.027356
    bound on |dE| 2.949e-06, vector error 2.115e-07, plain dE -3.907e-04
  observed orders: E 4.002, vector 3.994, plain E 2.001
Hydrogen 1s, uniform grid to 20 bohr, u''(0) omitted:
  h=0.100: dE 2.9857e-03 hartree, dE/h^2 0.29857
  h=0.050: dE 7.9012e-04 hartree, dE/h^2 0.31605
  h=0.025: dE 2.0299e-04 hartree, dE/h^2 0.32479
  dE/h^2 extrapolated to h=0: 0.3335; predicted 0.3333
Hydrogen 1s, x=ln r from -30 to 3, exact E -0.500 hartree:
  h=0.100: E -0.5000003980, dE -3.9803e-07, dE/h^4 -0.00398
  h=0.050: E -0.5000000248, dE -2.4835e-08, dE/h^4 -0.00397
  h=0.025: E -0.5000000016, dE -1.5512e-09, dE/h^4 -0.00397
  predicted dE/h^4 -0.00397, observed order 4.002
Hydrogen 2p, x=ln r from -29 to 4, exact E -0.125 hartree:
  h=0.100: E -0.1250001968, dE -1.9683e-07, dE/h^4 -0.00197
  h=0.050: E -0.1250000123, dE -1.2269e-08, dE/h^4 -0.00196
  h=0.025: E -0.1250000008, dE -7.6628e-10, dE/h^4 -0.00196
  predicted dE/h^4 -0.00196, observed order 4.004
checks complete
```
